# How a Metallic Gate Reshapes the LO Phonon of a Polar Monolayer, part 2

A polar monolayer lies in the plane \(z=0\), at distance \(d\) above a metal, the gate. We ask how the frequency \(\omega_{\rm LO}\) of its longitudinal optical vibration rises above the transverse value \(\omega_{\rm TO}\) at small wavevector \(q>0\). SI units are used, and waves vary as \(e^{iqx-i\omega t}\). The permittivities above the layer and in the spacer, \(\varepsilon_a\) and \(\varepsilon_s\), are real constants at the phonon frequency. So far the metal is perfect and retardation is left out; the gate then leaves \(\omega_{\rm TO}\) unchanged.

The relative displacement \(u\) of the two sublattices and the in-plane field \(E\) give the dipole moment per unit area \(P=Zeu/A+2\varepsilon_0r_0E\), and the ions obey \(\mu\ddot u=-\mu\omega_{\rm TO}^2u+ZeE\). Here \(Z\) is the Born charge, \(A\) the cell area, \(\mu\) the reduced mass, and the length \(r_0\) measures the electronic polarizability. With \(S=Z^2e^2/(2\varepsilon_0\mu A)\) and \(g(q)=\varepsilon_a+\varepsilon_s\coth(qd)\), the field is \(E=-qP/(\varepsilon_0g)\). Eliminating \(P\) and \(E\) gives the rise \(R\equiv\omega_{\rm LO}^2-\omega_{\rm TO}^2\), first found as (14) and repeated as

\[
R(q)=\frac{2Sq}{\varepsilon_a+\varepsilon_s\coth(qd)+2r_0q}.
\tag{20}
\]

Without the gate,

\[
R_{\rm free}=\frac{2Sq}{\varepsilon_a+\varepsilon_s+2r_0q}
\simeq\frac{2S}{\varepsilon_a+\varepsilon_s}\,q
\qquad\text{for}\quad q\ll\frac{\varepsilon_a+\varepsilon_s}{2r_0}.
\tag{21}
\]

With it, the quadratic law \(R=2Sdq^2/\varepsilon_s\) holds at small \(q\), with the bound and expansion

\[
0\le1-\frac{R}{2Sdq^2/\varepsilon_s}\le
\frac{qd\,(\varepsilon_a+2r_0q)}{\varepsilon_s}+\frac{(qd)^2}{3},
\tag{23}
\]

\[
R=\frac{2Sd}{\varepsilon_s}q^2-\frac{2S\varepsilon_ad^2}{\varepsilon_s^2}q^3+O(q^4).
\tag{24}
\]

Formula (14) was also tested by direct summation over a square lattice of polarizable dipoles and its images, in vacuum. The "lattice sum" entries in the final table give the largest deviations relative to the predicted rise; the TO/LO entry compares the transverse shift with the longitudinal rise.

### How far below \(1/(2d)\)?

The linear law (21) and the quadratic law meet at

\[
q_\times=\frac{\varepsilon_s}{(\varepsilon_a+\varepsilon_s)\,d},
\tag{25}
\]

which is \(1/(2d)\) when the two permittivities are equal. This is a crossover and not a sharp boundary. In vacuum with \(r_0=0\), the ratio of \(R\) to the quadratic law is \((1-e^{-2qd})/(2qd)\), which at \(q=1/(2d)\) equals \(1-1/e\).

The condition \(q\ll1/(2d)\) is not enough when \(\varepsilon_a\gg\varepsilon_s\), where (23) asks for \(q\ll\varepsilon_s/(\varepsilon_ad)\). Nor is it enough when the layer is very polarizable. The bound (23) also contains \(2r_0d\,q^2/\varepsilon_s\), so that one needs

\[
q\ll\sqrt{\frac{\varepsilon_s}{2r_0d}} .
\tag{26}
\]

If \(r_0\) is comparable to \(d\) or smaller, this adds nothing of importance. For \(r_0=100\,d\) in vacuum, however, the rise at \(q=0.1/(2d)\) is 0.645 of the quadratic law, although \(q\) is ten times below \(1/(2d)\). The law still holds, but at smaller \(q\).

A large \(r_0\) also removes the linear range that the gated layer would otherwise show at larger \(q\). That range must lie above the crossover, where \(\coth(qd)\simeq1\), and below the limit in (21). Both are possible together only if \(r_0\ll d\), for permittivities of order one. For \(r_0\gg d\) the free layer is still linear below the limit in (21), and there the gate makes the rise quadratic.

### Forces in real space

In vacuum the potential of a point charge in the gated layer falls off along the layer as

\[
\frac1\rho-\frac1{\sqrt{\rho^2+4d^2}}\simeq\frac{2d^2}{\rho^3}\qquad(\rho\gg2d),
\tag{27}
\]

up to the factor \(1/(4\pi\varepsilon_0)\) and with the layer's own screening left aside. Two derivatives turn a potential between charges into a force constant between dipoles. The force constants of the free layer thus decay as \(1/\rho^3\), and those of the gated layer as \(1/\rho^5\). The cubic term in (24) is the counterpart of this tail. As a function of the vector \(\mathbf q\) it is proportional to \(|\mathbf q|^3\), which is not analytic at the origin. The gate thus removes the leading singularity \(|\mathbf q|\) of the dispersion and leaves a weaker one.

### A lower limit: retardation and the real metal

Electrostatics fails when \(q\) comes close to \(\omega/c\). The charge wave is also a current wave, whose magnetic field induces an electric field. For fields \(E_x,E_z,H_y\) varying as \(e^{iqx-i\omega t}\) in a medium \(\varepsilon\), Maxwell's curl equations are

\[
\partial_zE_x-iqE_z=i\omega\mu_0H_y,\quad
\partial_zH_y=i\omega\varepsilon_0\varepsilon E_x,\quad
qH_y=-\omega\varepsilon_0\varepsilon E_z .
\]

Eliminating \(E_z\), with \(\mu_0=1/(\varepsilon_0c^2)\), gives

\[
\partial_zE_x=-\frac{i\kappa^2}{\omega\varepsilon_0\varepsilon}H_y,\qquad
\kappa^2=q^2-\varepsilon\frac{\omega^2}{c^2}.
\tag{28}
\]

Hence \(H_y=(i\omega\varepsilon_0\varepsilon/\kappa^2)\,\partial_zE_x\), and \(E_x\) varies as \(e^{\pm\kappa z}\). Above the layer \(E_x=Ee^{-\kappa_az}\), so \(H_y(0^+)=-i\omega\varepsilon_0(\varepsilon_a/\kappa_a)E\). Below it write \(H_y(0^-)=i\omega\varepsilon_0Y E\). The sheet current \(-i\omega P\) makes \(H_y\) jump by \(H_y(0^+)-H_y(0^-)=i\omega P\). Thus

\[
P=-\varepsilon_0\left(\frac{\varepsilon_a}{\kappa_a}+Y\right)E,\qquad
R=\frac{2S}{\varepsilon_a/\kappa_a+Y+2r_0}.
\tag{29}
\]

The second expression follows by the steps that led to (14), with \(g/q\) replaced by the bracket. For a metal of permittivity \(\varepsilon_m\) the field below the spacer is proportional to \(e^{\kappa_m(z+d)}\). Put \(Y_m=\varepsilon_m/\kappa_m\), \(Y_s=\varepsilon_s/\kappa_s\) and \(s=\kappa_s(z+d)\). Continuity of \(E_x\) and \(H_y\) at the metal surface fixes the spacer field as \(E_x\propto\cosh s+(Y_m/Y_s)\sinh s\). Taking \(H_y/E_x\) at \(z=0\) yields

\[
Y=Y_s\,\frac{Y_m+Y_st}{Y_s+Y_mt},\qquad t=\tanh(\kappa_sd).
\tag{30}
\]

A perfect metal, \(|Y_m|\to\infty\), gives \(Y=(\varepsilon_s/\kappa_s)\coth(\kappa_sd)\), and for \(c\to\infty\) this returns (20).

For a thin spacer \(t\simeq\kappa_sd\), and \(Y_st\simeq\varepsilon_sd\) is small compared with \(|Y_m|\) for a good metal. Then \(1/Y\simeq t/Y_s+1/Y_m=\kappa_s^2d/\varepsilon_s+\kappa_m/\varepsilon_m\). Well below its plasma frequency \(\omega_p\), a loss-free Drude metal has \(\varepsilon_m\simeq-\omega_p^2/\omega^2\), and for \(q\ll\omega_p/c\) also \(\kappa_m\simeq\omega_p/c\). With the penetration depth \(\ell=c/\omega_p\), the last term is \(-(\omega^2/c^2)\ell\). At small \(q\), where \(Y\) dominates the denominator of (29),

\[
R\simeq\frac{2Sd}{\varepsilon_s}\left[q^2-\varepsilon_s\frac{\omega^2}{c^2}\left(1+\frac{\ell}{d}\right)\right].
\tag{31}
\]

Measured from the electrostatic TO frequency, the LO branch therefore follows the quadratic law only in a window:

\[
\frac{\omega}{c}\sqrt{\varepsilon_s\left(1+\frac{\ell}{d}\right)}\ll q\ll\frac1{2d}.
\tag{32}
\]

The upper limit is written for permittivities of similar size and for \(r_0\) not much larger than \(d\); in other cases (23) sets it. The magnetic field enters the metal to the depth \(\ell\), which can exceed \(d\). With this fixed reference, a thin spacer has a higher lower limit than the light line suggests.

The separation of the two branches at the same \(q\) is less affected, because the transverse mode shifts as well. Its sheet current \(-i\omega P\) produces a magnetic field that, at long wavelengths, fills the spacer and the penetration depth. The induced electric field is \(E\simeq\mu_0\omega^2(d+\ell)P\), and to leading order it lowers the squared transverse frequency by \(2S(d+\ell)\,\omega^2/c^2\). This is just the second term of (31), so it cancels in the difference. The cancellation holds to leading order only. At the next order the field leaking into the medium on top leaves the separation short of the quadratic law by a fraction of about \(\varepsilon_s(\omega/c)^2(d+\ell)^2/(d\,\kappa_a)\). The LO–TO separation therefore stays close to quadratic below the lower limit in (32) only where this fraction is small, and lying above the light lines is not enough when \(\ell\gg d\). For the example below, with \(d=10\) nm and \(\ell=21.7\) nm, the separation is 0.93 of the quadratic law at 1.5 times the light line of the spacer. With \(d=1\) nm it is only 0.80 at three times that light line, and with \(d=10\) nm and \(\ell\simeq170\) nm it has the opposite sign there.

### Example: boron nitride on calcium fluoride

Consider a boron nitride monolayer on 10 nm of calcium fluoride above a metal, with air on top. The inputs are rough typical values: \(Z=2.7\), lattice constant 0.25 nm, masses 10.8 and 14.0 u, \(\hbar\omega_{\rm TO}=170\) meV, \(r_0=0.7\) nm, \(\varepsilon_a=1\) and \(\varepsilon_s=1.8\). The spacer's permittivity is a rough value at the phonon energy, far above its own optical phonons; the measured dispersion of calcium fluoride gives about 1.86 there, which would lower the gated coefficient by 3 %. The cell area and reduced mass are

\[
A=\tfrac{\sqrt3}{2}(0.25\ \text{nm})^2=0.0541\ \text{nm}^2,\qquad
\mu=\frac{10.8\times14.0}{24.8}\ \text{u}=6.10\ \text{u}.
\]

The definition of \(S\) then gives \(1.93\times10^{19}\ \text{m/s}^2\), or \(\hbar^2S=8355\ \text{meV}^2\,\text{nm}\). The coefficients of the two laws are

\[
\frac{2\hbar^2S}{\varepsilon_a+\varepsilon_s}=\frac{2\times8355}{2.8}\simeq5970\ \text{meV}^2\,\text{nm},
\]

\[
\frac{2\hbar^2Sd}{\varepsilon_s}=\frac{2\times8355\times10}{1.8}\simeq9.28\times10^4\ \text{meV}^2\,\text{nm}^2 .
\]

In the comparison "no gate" means that the spacer material fills the whole lower half-space, so that \(\varepsilon_s\) is held fixed. The values of \(\hbar^2R\), in meV\(^2\), are:

| \(q\) (nm\(^{-1}\)) | no gate | gate | quadratic law |
|---|---|---|---|
| 0.01 | 59.4 | 8.76 | 9.28 |
| 0.02 | 118 | 32.9 | 37.1 |
| 0.05 | 291 | 168 | 232 |
| 0.20 | 1085 | 1062 | 3713 |

Here \(1/(2d)=0.05\ \text{nm}^{-1}\). At one fifth of this value the gated rise lies 5.6 % below the quadratic law, within the 6.0 % allowed by (23). By \(q=0.2\ \text{nm}^{-1}\) the gate lowers the rise by only 2 %.

The local exponent follows from differentiating the logarithm of (20):

\[
\frac{d\ln R}{d\ln q}=1+\frac{\varepsilon_sqd/\sinh^2(qd)-2r_0q}{\varepsilon_a+\varepsilon_s\coth(qd)+2r_0q}.
\tag{33}
\]

With the gate it is 1.94 at \(q=0.01\ \text{nm}^{-1}\), 1.65 at 0.05 and 0.998 at 0.20. Without the gate it is 0.995, 0.976 and 0.909. The value so close to 1 at \(q=0.20\ \text{nm}^{-1}\) does not mark a clean linear law: the remaining effect of the gate and the layer's own screening, the two terms in the numerator of (33), nearly cancel there.

Since \(R\ll\omega_{\rm TO}^2\), the shift of the branch itself is close to \(R/(2\omega_{\rm TO})\). At \(q=0.01\ \text{nm}^{-1}\) it is 0.175 meV without the gate and 0.026 meV with it. At \(0.05\ \text{nm}^{-1}\) it is 0.854 and 0.494 meV.

### The model beside a real device

For a gold-like electron density of \(6\times10^{22}\ \text{cm}^{-3}\), the Drude plasma energy is 9.1 eV and \(\ell=21.7\) nm, about twice the spacer thickness. With \(\omega/c=8.6\times10^{-4}\ \text{nm}^{-1}\), the lower limit in (32) is about \(0.002\ \text{nm}^{-1}\). The solution of (29) and (30) lowers \(R\), relative to the electrostatic value with a perfect gate, by 17 % at \(q=0.005\ \text{nm}^{-1}\), 4.1 % at 0.01 and 1.0 % at 0.02. The estimate (31) gives nearly the same reductions. An interface gap acts in the opposite direction. A vacuum gap of 0.3 nm between layer and spacer is a capacitor in series, and it raises the potential per unit charge by 5.1 % at \(q=0.01\ \text{nm}^{-1}\). The metal's static screening length, 0.06 nm in the Thomas–Fermi estimate, would add about 1 %. That estimate leaves out the spill-out of electrons at the metal surface, which moves the induced charge towards the layer and can reverse the sign of this correction. The finite thickness of the layer matters little here: spreading its polarization evenly over 0.33 nm, with the centre held at the same distance from the metal, changes the rise at \(q=0.01\ \text{nm}^{-1}\) by about 1 % or less. The change is \(-0.5\) % if spacer and air meet at the mid-plane of the layer, \(-1.0\) % for a background permittivity of 3 inside the layer, and \(+0.2\) % for vacuum. Short-range forces contribute their own \(q^2\) term, of either sign. Its scale, taken as \((\hbar\omega_{\rm TO})^2\) times a quarter of the squared lattice constant, is 0.5 % of the gated coefficient; this is a rough and probably generous scale, not a bound: a nearest-neighbour spring model of the honeycomb lattice gives coefficients at least five times smaller. These corrections leave the quadratic law recognizable between about 0.01 and \(0.02\ \text{nm}^{-1}\). Observing it is harder. For an assumed phonon linewidth of 1 meV, the gate lowers the LO energy at \(q=0.05\ \text{nm}^{-1}\) by 0.36 of a linewidth, and in the quadratic range the whole LO–TO separation is only about a tenth of one or less. The numerical output lists the remaining values.

## Table of computed values

```
TESTS
lattice sum, error at d=16 spacings: 0.0088
lattice sum, error at d=32 spacings: 0.0046
lattice sum, error extrapolated: 0.00039
largest TO/LO ratio of squared shifts: 0.00185
INPUTS (rough typical values)
Born charge 2.7 e, lattice constant 0.25 nm
masses 10.8 and 14.0 u, TO energy 170.0 meV
r0 0.7 nm, gate distance d 10.0 nm
permittivity above 1.0, spacer at phonon energy 1.8
metal electron density 6.0e+22 cm^-3
interface gap 0.3 nm, phonon linewidth 1.0 meV
DERIVED
cell area 0.05413 nm^2, reduced mass 6.0968 u
S = 1.9285e+19 m/s^2; hbar^2 S = 8354.9 meV^2 nm
ungated linear coefficient 5967.8 meV^2 nm
gated quadratic coefficient 92832 meV^2 nm^2
1/(2d) = 0.0500 nm^-1
upper end of linear law 2.000 nm^-1
second condition sqrt(eps_s/(2 r0 d)) = 0.359 nm^-1
SQUARED RISE in meV^2: q(nm^-1), no gate, gate, quadratic law
 0.005     29.765      2.256      2.321
 0.010     59.381      8.761      9.283
 0.020    118.174     32.933     37.133
 0.050    291.112    168.272    232.081
 0.200   1085.052   1061.895   3713.289
EXPONENT no gate, gate; LO SHIFT in meV no gate, gate
 0.005   0.998   1.971    0.0875    0.0066
 0.010   0.995   1.940    0.1746    0.0258
 0.020   0.990   1.872    0.3472    0.0968
 0.050   0.976   1.653    0.8541    0.4942
 0.200   0.909   0.998    3.1619    3.0950
NEGLECTED EFFECTS
light line w/c at TO energy 8.615e-04 nm^-1
metal plasma energy 9.10 eV, skin depth 21.7 nm
retardation + real metal, q=0.005 nm^-1: -16.63 %
retardation + real metal, q=0.010 nm^-1: -4.08 %
retardation + real metal, q=0.020 nm^-1: -1.00 %
retardation + real metal, q=0.050 nm^-1: -0.16 %
interface gap, q=0.01 nm^-1: 5.10 % of potential
metal screening length 0.0586 nm, adds about 1.05 %
short-range q^2 scale 452 meV^2 nm^2, 0.49 % of gated coefficient
gate lowers LO at q=0.05 nm^-1 by 0.360 meV, 0.36 linewidths
SECOND CONDITION: vacuum, r0 = 100 d, q = 0.1/(2d)
true rise / quadratic law = 0.645
```
